# Ion Angular Spread at a Wafer: Small-Angle Asymptotics and First Correction: verification in Python

```python
# Result under test: ions with transverse temperature T and normal impact
# energy K have characteristic polar angle arctan(sqrt(T/K)) at a flat wafer.
# T, K: energies in eV; r = T/K; polar angle is measured from the normal.
# Model: planar collisionless sheath, Maxwellian transverse velocities,
# no transverse electric field, straight flight inside a long trench.
import numpy as np
from scipy import constants as const
from scipy.integrate import solve_ivp, quad
from scipy.special import erf

T = 0.05
K = 50.0
entrance_energy = 1.5
charge = const.e
mass_unit = const.atomic_mass
r = T / K
theta_c = np.degrees(np.arctan(np.sqrt(r)))


def impact_speed(mass, drop, profile_power, thickness=1.0e-3):
    """Integrate motion in potential drop*(x/thickness)**profile_power."""
    def motion(t, state):
        depth = max(state[0], 0.0) / thickness
        field = profile_power * drop / thickness * depth**(profile_power - 1)
        return [state[1], charge * field / mass]

    def wafer(t, state):
        return state[0] - thickness
    wafer.terminal = True
    wafer.direction = 1
    start_speed = np.sqrt(2 * entrance_energy * charge / mass)
    run = solve_ivp(motion, (0, 2 * thickness / start_speed),
                    [0.0, start_speed], events=wafer,
                    rtol=1e-9, atol=1e-12)
    assert len(run.t_events[0]) == 1
    return run.y_events[0][0][1]


# Impact angle from trajectories: two masses and two potential profiles.
trajectory_angles = []
for mass_number in (4.0, 40.0):
    for power in (1.0, 4.0 / 3.0):
        mass = mass_number * mass_unit
        normal_speed = impact_speed(mass, K - entrance_energy, power)
        side_speed = np.sqrt(2 * T * charge / mass)
        angle = np.degrees(np.arctan2(side_speed, normal_speed))
        trajectory_angles.append(angle)
        assert abs(angle / theta_c - 1) < 1e-5

# Mean squares from quadrature over the two-dimensional Maxwellian.
mass = 40.0 * mass_unit
v_normal = np.sqrt(2 * K * charge / mass)
nodes, weights = np.polynomial.hermite.hermgauss(40)
v_nodes = np.sqrt(2 * T * charge / mass) * nodes
vx_grid, vy_grid = np.meshgrid(v_nodes, v_nodes)
weight_grid = np.outer(weights, weights) / np.pi
slope_grid = np.hypot(vx_grid, vy_grid) / v_normal
mean_tan2 = np.sum(weight_grid * slope_grid**2)
rms_rad = np.sqrt(np.sum(weight_grid * np.arctan(slope_grid)**2))
assert abs(mean_tan2 / r - 1) < 1e-10
assert abs(rms_rad / (np.sqrt(r) * (1 - 2 * r / 3)) - 1) < 1e-5

# Random transverse velocities test the distribution and its widths.
rng = np.random.default_rng(12345)
count = 2_000_000
component_speed = np.sqrt(T * charge / mass)
vx = rng.normal(0, component_speed, count)
vy = rng.normal(0, component_speed, count)
polar = np.arctan(np.hypot(vx, vy) / v_normal)
plane = np.arctan(vx / v_normal)
theta_c_rad = np.radians(theta_c)

inside = np.mean(polar < theta_c_rad)
assert abs(inside - (1 - np.exp(-1))) < 0.002
median = np.degrees(np.arctan(np.sqrt(r * np.log(2))))
angle90 = np.degrees(np.arctan(np.sqrt(r * np.log(10))))
assert abs(np.degrees(np.median(polar)) - median) < 0.006
assert abs(np.degrees(np.quantile(polar, 0.9)) - angle90) < 0.01


def flux_per_solid_angle(low, high):
    solid_angle = 2 * np.pi * (np.cos(low) - np.cos(high))
    return np.count_nonzero((polar >= low) & (polar < high)) / solid_angle


axial_flux = flux_per_solid_angle(0.0, 0.1 * theta_c_rad)
ring_flux = flux_per_solid_angle(0.95 * theta_c_rad, 1.05 * theta_c_rad)
flux_ratio = ring_flux / axial_flux
# Counting noise and the finite angular bins set this tolerance.
assert abs(flux_ratio - np.exp(-1)) < 0.015

sigma = np.sqrt(r / 2)
plane_rms = np.degrees(np.arctan(sigma))
assert abs(np.degrees(np.std(plane)) / plane_rms - 1) < 0.004
half_width = np.arctan(np.sqrt(2 * np.log(2)) * sigma)
bin_half = 0.05 * sigma
center_count = np.count_nonzero(np.abs(plane) < bin_half)
side_count = np.count_nonzero(np.abs(plane - half_width) < bin_half)
half_ratio = side_count / center_count
assert abs(half_ratio - 0.5) < 0.015
full_width = np.degrees(2 * half_width)

# Entrance energy added to a 50 eV sheath drop.
added_speed = impact_speed(mass, K, 4.0 / 3.0)
added_angle = np.degrees(np.arctan(np.sqrt(T / (K + entrance_energy))))
added_numeric = np.degrees(np.arctan(
    np.sqrt(2 * T * charge / mass) / added_speed))
assert abs(added_numeric / added_angle - 1) < 1e-5

# Energy modulation, with arrivals uniform in phase.
modulation = 0.5
inverse_energy = quad(
    lambda phase: 1 / (K * (1 + modulation * np.cos(phase))),
    0, 2 * np.pi)[0] / (2 * np.pi)
growth = (1 - modulation**2)**(-0.25)
assert abs(np.sqrt(K * inverse_energy) / growth - 1) < 1e-9
modulated_angle = np.degrees(np.arctan(np.sqrt(r) * growth))

# Direct flight to the floor of a long trench.
width_nm = 50.0
depth_nm = 500.0
drift = sigma * depth_nm
floor_fraction = (erf(width_nm / (np.sqrt(2) * drift))
                  - np.sqrt(2 / np.pi) * drift / width_nm
                  * (1 - np.exp(-width_nm**2 / (2 * drift**2))))
entry = rng.uniform(0, width_nm, count)
landing = entry + depth_nm * vx / v_normal
floor_sampled = np.mean((landing > 0) & (landing < width_nm))
assert abs(floor_sampled - floor_fraction) < 0.002

energy_for_one = T / np.tan(np.radians(1.0))**2
temperature_for_one = K * np.tan(np.radians(1.0))**2

print(f"Transverse ion temperature: {T:.3f} eV")
print(f"Same temperature in kelvin: {T * charge / const.k:.0f} K")
print(f"Normal impact energy: {K:.1f} eV")
print(f"Ratio r = T/K: {r:.6f} (dimensionless)")
print(f"Square root of r: {np.sqrt(r):.5f} (dimensionless)")
print(f"Characteristic polar half-angle: {theta_c:.3f} degrees")
print(f"Characteristic polar half-angle: {theta_c_rad:.5f} rad")
print(f"Trajectory angle, smallest: {min(trajectory_angles):.5f} degrees")
print(f"Trajectory angle, largest: {max(trajectory_angles):.5f} degrees")
print(f"Quadrature mean tan squared: {mean_tan2:.6f} (dimensionless)")
print(f"Quadrature rms polar angle: {np.degrees(rms_rad):.4f} degrees")
print(f"Sampled fraction inside angle: {inside:.4f} (dimensionless)")
print(f"Sampled flux ratio to axis: {flux_ratio:.3f} (dimensionless)")
print(f"Median polar angle: {median:.3f} degrees")
print(f"90 percent polar angle: {angle90:.3f} degrees")
print(f"One-plane rms angle: {plane_rms:.3f} degrees")
print(f"One-plane full width at half maximum: {full_width:.3f} degrees")
print(f"Sampled density ratio at half width: {half_ratio:.3f}")
print(f"Entrance energy in the sheath test: {entrance_energy:.1f} eV")
print(f"Angle if 50 eV is sheath drop alone: {added_angle:.3f} degrees")
print(f"Energy modulation fraction: {modulation:.2f} (dimensionless)")
print(f"Modulation growth of rms slope: {growth:.4f} (dimensionless)")
print(f"Characteristic angle with modulation: {modulated_angle:.3f} degrees")
for energy in (20.0, 100.0, 200.0):
    angle = np.degrees(np.arctan(np.sqrt(T / energy)))
    print(f"Characteristic angle at {energy:.0f} eV: {angle:.3f} degrees")
print(f"Energy for 1 degree at T = 0.05 eV: {energy_for_one:.1f} eV")
print(f"Temperature for 1 degree at 50 eV: {temperature_for_one:.4f} eV")
print(f"Trench width: {width_nm:.0f} nm")
print(f"Trench depth: {depth_nm:.0f} nm")
print(f"One-plane rms drift at trench floor: {drift:.2f} nm")
print(f"Direct floor fraction, formula: {floor_fraction:.4f}")
print(f"Direct floor fraction, sampled: {floor_sampled:.4f}")
print("done: every assertion held")
```

Output:

```
Transverse ion temperature: 0.050 eV
Same temperature in kelvin: 580 K
Normal impact energy: 50.0 eV
Ratio r = T/K: 0.001000 (dimensionless)
Square root of r: 0.03162 (dimensionless)
Characteristic polar half-angle: 1.811 degrees
Characteristic polar half-angle: 0.03161 rad
Trajectory angle, smallest: 1.81125 degrees
Trajectory angle, largest: 1.81125 degrees
Quadrature mean tan squared: 0.001000 (dimensionless)
Quadrature rms polar angle: 1.8106 degrees
Sampled fraction inside angle: 0.6319 (dimensionless)
Sampled flux ratio to axis: 0.368 (dimensionless)
Median polar angle: 1.508 degrees
90 percent polar angle: 2.747 degrees
One-plane rms angle: 1.281 degrees
One-plane full width at half maximum: 3.016 degrees
Sampled density ratio at half width: 0.498
Entrance energy in the sheath test: 1.5 eV
Angle if 50 eV is sheath drop alone: 1.785 degrees
Energy modulation fraction: 0.50 (dimensionless)
Modulation growth of rms slope: 1.0746 (dimensionless)
Characteristic angle with modulation: 1.946 degrees
Characteristic angle at 20 eV: 2.862 degrees
Characteristic angle at 100 eV: 1.281 degrees
Characteristic angle at 200 eV: 0.906 degrees
Energy for 1 degree at T = 0.05 eV: 164.1 eV
Temperature for 1 degree at 50 eV: 0.0152 eV
Trench width: 50 nm
Trench depth: 500 nm
One-plane rms drift at trench floor: 11.18 nm
Direct floor fraction, formula: 0.8216
Direct floor fraction, sampled: 0.8217
done: every assertion held
```
